\section*{Largest Poisson Update Interval for Plasma Oscillations in Doped Silicon}

\section*{The question}

An ensemble Monte Carlo calculation follows electrons in a heavily doped silicon contact. Poisson's equation is solved at times separated by a fixed interval $\Delta t$. The parts below ask how long this interval may be.

The electrons have density $n=10^{20}\,\mathrm{cm^{-3}}$, charge $-e$ and mass $m=0.26\,m_0$, where $m_0$ is the free-electron mass. The donors are fixed and uniform, and neutralise the electrons at rest. The relative permittivity is 11.7, so that $\varepsilon=11.7\,\varepsilon_0$. Up to and including part (f) the electrons are cold, meaning that they have no velocity spread, and up to and including part (e) they do not scatter. Motion is along $x$.

\section*{Part (a)}

\textbf{Question.} A plane sheet of electrons is displaced from its rest position by $\xi$. Find its equation of motion and state when it holds.

\textbf{Answer.} Suppose that the sheets keep their order and that the field vanishes at a plane far to the left, which the disturbance does not reach. The number of electrons between that plane and the chosen sheet is then unchanged by the motion. If the sheet moves right by $\xi$, the region to its left gains $n\xi$ donors per unit area, hence the charge $+en\xi$. Gauss's law gives the field at the sheet,
\begin{equation}
\varepsilon\mathcal E=en\xi .
\end{equation}
The force on an electron is $-e\mathcal E$, so
\begin{equation}
m\ddot\xi=-\frac{ne^2}{\varepsilon}\,\xi
\quad\Longrightarrow\quad
\ddot\xi=-\omega_p^2\xi,\qquad
\omega_p=\sqrt{\frac{ne^2}{\varepsilon m}} .
\end{equation}
The minus sign expresses attraction back towards the uncovered donors. The wavelength has dropped out: each sheet is an independent oscillator of the same frequency. The result fails once sheets cross, because the charge to the left of a sheet then changes.

\section*{Part (b)}

\textbf{Question.} In the leapfrog scheme, displacements are known at times $j\Delta t$ and velocities at the half-steps. The field found at step $j$ changes the velocity, and the new velocity carries the electron to step $j+1$. For which $\Delta t$ does every starting condition give a bounded oscillation?

\textbf{Answer.} With the acceleration from part (a), the two updates are
\begin{align}
v_{j+1/2}&=v_{j-1/2}-\omega_p^2\Delta t\,\xi_j,\\
\xi_{j+1}&=\xi_j+\Delta t\,v_{j+1/2}.
\end{align}
The preceding position update reads $\xi_j-\xi_{j-1}=\Delta t\,v_{j-1/2}$. Subtracting it from the second line and using the first removes the velocities:
\begin{equation}
\xi_{j+1}-2\xi_j+\xi_{j-1}=-W^2\xi_j,\qquad W=\omega_p\Delta t .
\end{equation}
A solution $\xi_j\propto\lambda^j$ requires
\begin{equation}
\lambda^2-(2-W^2)\lambda+1=0,\qquad
\lambda=1-\frac{W^2}{2}\pm\frac{W}{2}\sqrt{W^2-4}. \label{roots}
\end{equation}
The square root follows from $(2-W^2)^2-4=W^2(W^2-4)$. The product of the roots is 1, and three cases arise.

For $0<W<2$ the roots are distinct complex conjugates. Their product is $|\lambda|^2=1$, so every solution is bounded.

For $W>2$ the roots are real and different, with product 1. One of them therefore has modulus greater than 1, and a general disturbance grows exponentially. Both roots are negative, so the growing part of the displacement changes sign at each step.

For $W=2$ both roots equal $-1$, and the general solution is $\xi_j=(-1)^j(A+Bj)$. Take $v_{-1/2}=0$. Then $A=\xi_0$, and the first step gives $\xi_1=(1-W^2)\xi_0=-3\xi_0$. Hence $-(A+B)=-3\xi_0$, $B=2\xi_0$, and
\begin{equation}
\xi_j=(-1)^j(1+2j)\,\xi_0 .
\end{equation}
This grows linearly. The condition is therefore the strict inequality
\begin{equation}
\omega_p\Delta t<2 .
\end{equation}
Beyond the limit, the impulse given for a displacement $\xi_j$ carries the sheet so far past equilibrium that the next impulse, in the opposite direction, is larger still.

\section*{Part (c)}

\textbf{Question.} Evaluate the bound for the silicon contact.

\textbf{Answer.} The inputs are $n=10^{26}\,\mathrm{m^{-3}}$, $m=2.3684\times10^{-31}\,\mathrm{kg}$ and $\varepsilon=1.0359\times10^{-10}\,\mathrm{F/m}$. Thus
\begin{equation}
\omega_p=\sqrt{\frac{10^{26}\,(1.602\times10^{-19})^2}
{(1.0359\times10^{-10})(2.3684\times10^{-31})}}\ \mathrm{s^{-1}}
=3.23\times10^{14}\,\mathrm{s^{-1}},
\end{equation}
\begin{equation}
\Delta t_{\max}=\frac{2}{\omega_p}=6.18\times10^{-15}\,\mathrm{s}=6.18\,\mathrm{fs}.
\end{equation}
The interval must lie below this value. The plasma period is 19.4 fs, so the bound is $1/\pi$ of a period. Because $\Delta t_{\max}\propto\sqrt{\varepsilon m/n}$, a hundredfold lower density would lengthen it tenfold at fixed mass and permittivity.

The bound was tested by a simulation of 32 particles in a 20 nm period. The field came from the fundamental Fourier component of their charge density, and $\omega_p$ was not supplied to the equations of motion. Bisection in $\Delta t$, with runs of up to 3000 steps, put the border at 6.183 fs. At the border itself the amplitude rose by a factor 201.00 in 100 steps, in agreement with $1+2j$.

\section*{Part (d)}

\textbf{Question.} Stability does not ensure accuracy. What frequency does leapfrog produce, and which interval keeps its error, relative to $\omega_p$, at 1\%?

\textbf{Answer.} In the stable range write $\lambda=e^{\pm i\Omega\Delta t}$. The sum of the roots gives $2\cos\Omega\Delta t=2-W^2$. Since $2-2\cos\theta=4\sin^2(\theta/2)$,
\begin{equation}
\sin\frac{\Omega\Delta t}{2}=\frac W2,\qquad
\frac{\Omega}{\omega_p}=\frac{2}{W}\arcsin\frac W2
\simeq1+\frac{W^2}{24}.
\end{equation}
The last form uses $\arcsin z\simeq z+z^3/6$. The computed oscillation is too fast. As $W\to2$ the ratio tends to $\pi/2$, an error of 57\%, and one oscillation is represented by two steps.

Setting the full ratio to 1.01 gives $W=0.483$ and
\begin{equation}
\Delta t=\frac{0.4834}{3.2345\times10^{14}\,\mathrm{s^{-1}}}=1.49\,\mathrm{fs},
\end{equation}
or 13 steps per plasma period. At this interval the simulation, timed by its zero crossings, gave $\Omega/\omega_p=1.01000$.

\section*{Part (e)}

\textbf{Question.} Suppose instead that position and velocity are known at the same instant, and that each electron flies through the constant field of the last Poisson solution until the next one. Is there a stable interval without scattering?

\textbf{Answer.} The acceleration during the flight is $-\omega_p^2\xi_j$. With $u=v\Delta t$, uniformly accelerated motion gives
\begin{equation}
\begin{pmatrix}\xi_{j+1}\\u_{j+1}\end{pmatrix}=
\begin{pmatrix}1-W^2/2&1\\-W^2&1\end{pmatrix}
\begin{pmatrix}\xi_j\\u_j\end{pmatrix}.
\end{equation}
The trace is $T=2-W^2/2$ and the determinant is
\begin{equation}
D=1-\frac{W^2}{2}+W^2=1+\frac{W^2}{2}>1 .
\end{equation}
The determinant is the product of the eigenvalues, so at least one has modulus above 1. There is no stable interval. Since $T^2-4D=W^2(W^2-16)/4$, the eigenvalues are a complex pair for $W<4$, and the amplitude grows per step by
\begin{equation}
|\lambda|=\sqrt{1+W^2/2}.
\end{equation}
At $\Delta t=1.49$ fs this factor is 1.0568; the simulation gave the same value. Over the 13 steps of a plasma period the amplitude about doubles.

The cause is delay. The force in use is on average $\Delta t/2$ old. For a delay $\tau$ much shorter than a period,
\begin{equation}
\ddot\xi=-\omega_p^2\xi(t-\tau)\simeq-\omega_p^2\xi+\omega_p^2\tau\,\dot\xi ,
\end{equation}
which contains negative friction. The amplitude growth rate is half its coefficient, $\omega_p^2\tau/2=\omega_p^2\Delta t/4$ for $\tau=\Delta t/2$. This agrees with $\ln(1+W^2/2)/(2\Delta t)$ at leading order. In leapfrog the impulse acts at the instant for which its field was computed, and the mean delay is absent.

\section*{Part (f)}

\textbf{Question.} Let collisions occur at a velocity-independent rate $\nu$, each leaving zero mean velocity. Find the stability limits of both schemes, and evaluate them for a mobility $\mu=100\,\mathrm{cm^2/Vs}$.

\textbf{Answer.} In a time $dt$ a fraction $\nu\,dt$ of the electrons loses its mean velocity, so the ensemble mean obeys $\dot v=a-\nu v$. For constant $a$, integrating once and then again over a flight gives
\begin{align}
v'&=Ev+Fa, & \xi'&=\xi+Fv+Ga,\\
E&=e^{-\nu\Delta t}, & F&=\frac{1-E}{\nu},\qquad G=\frac{\Delta t-F}{\nu}.
\end{align}

A real $2\times2$ map has both eigenvalues inside the unit circle when
\begin{equation}
1-T+D>0,\qquad 1+T+D>0,\qquad D<1 . \label{jury}
\end{equation}
For a complex pair, $|\lambda|^2=D$ settles the matter. For real eigenvalues, the first two expressions are the values of $\lambda^2-T\lambda+D$ at $\lambda=\pm1$. If they are positive, the eigenvalues lie both between $-1$ and 1, both above 1, or both below $-1$; the last two options need $D>1$.

\emph{Leapfrog.} The impulse changes $v$ to $v-\omega_p^2\Delta t\,\xi$, and a field-free, scattered flight follows:
\begin{equation}
\xi'=(1-\omega_p^2\Delta tF)\xi+Fv,\qquad
v'=-E\omega_p^2\Delta t\,\xi+Ev .
\end{equation}
Here $T=1+E-\omega_p^2\Delta tF$. In the determinant the terms with $F$ cancel, leaving $D=E<1$. Also $1-T+D=\omega_p^2\Delta tF>0$. The remaining condition is $\omega_p^2\Delta tF<2(1+E)$. Since $(1-E)/(1+E)=\tanh(\nu\Delta t/2)$, it becomes
\begin{equation}
\omega_p^2\Delta t\tanh\frac{\nu\Delta t}{2}<2\nu .
\end{equation}
For $\nu\to0$ this returns $W<2$. Because $\tanh z<z$ for $z>0$, scattering lengthens the allowed interval.

\emph{Frozen field.} Now $a=-\omega_p^2\xi$ acts throughout the flight, so
\begin{equation}
\xi'=(1-\omega_p^2G)\xi+Fv,\qquad v'=-\omega_p^2F\xi+Ev,
\end{equation}
with $T=1+E-\omega_p^2G$ and $D=E-\omega_p^2EG+\omega_p^2F^2$. The condition $D<1$ is $\omega_p^2(F^2-EG)<1-E$. Inserting $F$ and $G$,
\begin{align}
\nu^2(F^2-EG)&=(1-E)^2-E(\nu\Delta t-1+E)\nonumber\\
&=1-E-\nu\Delta t\,E .
\end{align}
Division by $1-E$, with $E/(1-E)=1/(e^{\nu\Delta t}-1)$, gives
\begin{equation}
\frac{\omega_p^2}{\nu^2}\left[1-\frac{\nu\Delta t}{e^{\nu\Delta t}-1}\right]<1 .
\label{frozen}
\end{equation}
The bracket rises steadily from 0 to 1, so for $\nu<\omega_p$ this sets one upper limit. For $\nu$ above about $0.96\,\omega_p$ the condition $1+T+D>0$ is the binding one; it gives $W<3.92$ at $\nu=0.99\,\omega_p$ and $W<4.33$ at $\nu=1.5\,\omega_p$. For small $\nu\Delta t$ the bracket is $\nu\Delta t/2$, and with $\nu=e/(m\mu)$
\begin{equation}
\Delta t<\frac{2\nu}{\omega_p^2}=\frac{2\varepsilon}{ne\mu}.
\end{equation}
This is twice the dielectric relaxation time; the mass has cancelled.

The other conditions must also hold. First, $1-T+D=\omega_p^2[G(1-E)+F^2]>0$. Second, $1+T+D=2(1+E)-\omega_p^2[G(1+E)-F^2]$. Since $G<\Delta t^2/2$ and $E<1$, this exceeds $2-W^2$, which is positive at the intervals found below.

\emph{Numbers.} The collision rate is
\begin{equation}
\nu=\frac{1.602\times10^{-19}}{(2.3684\times10^{-31})(0.0100)}\ \mathrm{s^{-1}}
=6.77\times10^{13}\,\mathrm{s^{-1}}=0.209\,\omega_p .
\end{equation}
The leapfrog limit moves from 6.18 to 6.23 fs, less than 1\%. For the frozen field the leading estimate is $2\nu/\omega_p^2=1.29$ fs, and the full condition (\ref{frozen}) gives 1.31 fs, where $W\simeq0.42$. Simulations with the mean scattered flight found the borders at 6.229 and 1.313 fs, in agreement with the formulas. The same Poisson interval of, say, 3 fs is thus stable in one scheme and unstable in the other.

\section*{Part (g)}

\textbf{Question.} Estimate how velocity spread, anisotropic valleys and non-parabolic bands change the time scale $2/\omega$ at 300 K. Use a 20 nm wave along a cubic axis, valley masses 0.92 and 0.19, and a non-parabolicity $\alpha=0.5\,\mathrm{eV^{-1}}$.

\textbf{Answer.} \emph{Anisotropy.} Two of the six valleys present the mass 0.92 along $x$ and four present 0.19. The acceleration in a common field is governed by the mean inverse mass,
\begin{equation}
\left\langle\frac{m_0}{m_i}\right\rangle=\frac13\frac1{0.92}+\frac23\frac1{0.19}
=\frac1{0.258}.
\end{equation}
This supports the value 0.26 used above.

\emph{Velocity spread.} Treat the electrons as beams of density $n_b$, velocity $u_b$ and mass $m_b$ in a field $\propto e^{i(kx-\omega t)}$. The linearised force and continuity equations give
\begin{equation}
v_b=\frac{-ie\mathcal E}{m_b(\omega-ku_b)},\qquad
\delta n_b=\frac{kn_bv_b}{\omega-ku_b}.
\end{equation}
Insertion in $ik\varepsilon\mathcal E=-e\sum_b\delta n_b$ yields
\begin{equation}
1=\sum_b\frac{n_be^2}{\varepsilon m_b}\frac1{(\omega-ku_b)^2}.
\end{equation}
Expand in $ku_b/\omega$. The linear term vanishes by symmetry and the quadratic one is $3k^2u_b^2/\omega^2$. In a parabolic valley the mean kinetic energy $K$ is shared equally by three axes, so $\langle u^2\rangle_i=2K/(3m_i)$. At leading order
\begin{equation}
\frac{\omega^2}{\omega_0^2}-1\simeq
\frac{2k^2K}{\omega_0^2}\,
\frac{\langle m_i^{-2}\rangle}{\langle m_i^{-1}\rangle},
\qquad \omega_0^2=\frac{ne^2}{\varepsilon}\langle m_i^{-1}\rangle .
\end{equation}
The electrons are degenerate: the zero-temperature Fermi energy is 0.074 eV, against $k_BT=0.026$ eV. Fermi statistics give $K=0.062$ eV at 300 K. The rise of $\omega^2$ is then 10\%, that of $\omega$ 4.9\%, and $2/\omega$ falls to 5.9 fs. At zero temperature the leading formula gives 7.13\% for $\omega^2$ and a numerical solution of the full beam sum gives 7.27\%; at 300 K the full sum gives 10.5\% for $\omega^2$ and 5.1\% for $\omega$. The shift scales as $k^2$, so for much shorter waves the expansion fails.

The time $2/\omega$ is not the leapfrog limit for warm electrons. In leapfrog the factor $1/(\omega-ku_b)^2$ becomes $(\Delta t/2)^2/\sin^2[(\Omega-ku_b)\Delta t/2]$. At the border $\Omega\Delta t=\pi$ the sine turns into $\cos(ku_b\Delta t/2)$, and expansion with $\Delta t\simeq2/\omega_0$ gives $k^2u_b^2$ in place of $3k^2u_b^2$. For the 20 nm wave the collisionless limit therefore falls by only 1.7\%, from $2/\omega_0=6.16$ fs to 6.06 fs. The full sum, without expansion in $k$, lowers it to about 5.7 fs at 10 nm and 4.7 fs at 5 nm. This trend must not be extrapolated to still shorter waves.

\emph{Non-parabolicity.} Let the band energy $\mathcal K$ obey $\mathcal K(1+\alpha\mathcal K)=\gamma$, where $\gamma$ is the parabolic energy. Then $s=d\mathcal K/d\gamma=1/(1+2\alpha\mathcal K)$ and $ds/d\gamma=-2\alpha s^3$. In coordinates that make the valley spherical, $\gamma\propto k^2$, and one third of the Laplacian of $\mathcal K$, relative to the parabolic band, is
\begin{equation}
s+\frac23\gamma\frac{ds}{d\gamma}=s-\frac43\alpha\gamma s^3 .
\end{equation}
Its Fermi average at 300 K is 0.909. Hence $\omega_p$ changes by $\sqrt{0.9085}-1=-4.7\%$, and $2/\omega_p$ becomes 6.5 fs. The shift from velocity spread was found for parabolic bands, and that from non-parabolicity in the long-wave limit, where the $k^2$ correction vanishes. Their near cancellation belongs to the chosen 20 nm wavelength.

\emph{The real contact.} A donor density of $10^{20}\,\mathrm{cm^{-3}}$ is representative of heavily doped n-type source and drain regions, and $100\,\mathrm{cm^2/Vs}$ is a round figure somewhat above the measured mobility of such material, which is about 60 to $75\,\mathrm{cm^2/Vs}$. The cold, parabolic model is broken there, but at a 20 nm wavelength velocity spread and non-parabolicity each move the time $2/\omega$ by only about 5\%. On a fine mesh, with a spacing of 0.5 nm or less, velocity spread at wavelengths near 5 nm lowers the collisionless, parabolic leapfrog limit itself to about 5 fs; a 1 nm mesh smooths these waves and lowers the limit less. The way the field is applied matters more: it lowers the long-wave limit to 1.3 fs. That figure assumes a constant collision rate and, at fixed density, varies nearly as $1/\mu$, so it inherits the uncertainty of the mobility: for 60 to $75\,\mathrm{cm^2/Vs}$ it is 2.25 to 1.77 fs. It also depends on how the rate varies with energy: at $100\,\mathrm{cm^2/Vs}$ a relaxation time $\propto\mathcal K$ gives about 1.6 fs, and one $\propto\mathcal K^{3/2}$ about 1.8 fs. Mesh smoothing, particle noise and quantum recoil are not included in the computed limits. The recoil term $(\hbar k^2/2m)^2$ with the mass 0.19 is 1\% of $\omega_0^2$ at 20 nm but about $2\,\omega_0^2$ at 5 nm, so the short-wave figures describe the classical particle scheme and not the physical plasmon. For these parameters, a leapfrog calculation that must keep the plasma frequency within 1\% needs about 1.5 fs; with a constant collision rate, a frozen-field calculation needs less than 1.3 fs merely to be stable at $100\,\mathrm{cm^2/Vs}$, and less than about 2 fs at the lower measured mobilities. The numerical output below lists the inputs and the main results.

\section*{Calculated quantities}
\begin{verbatim}
electron density: 1.0e+20 cm^-3 = 1.0e+26 m^-3
mass ratio: 0.26; relative permittivity: 11.7
electron mass in crystal: 2.3684e-31 kg
permittivity: 1.0359e-10 F/m
plasma angular frequency: 3.2345e+14 rad/s
plasma period: 19.425 fs
largest leapfrog interval (bound): 6.1833e-15 s
largest leapfrog interval (bound): 6.183 fs
same bound found by particle simulation: 6.183 fs
amplitude factor after 100 steps at bound: 201.00
omega_p*dt for 1% frequency error: 0.4834
interval for 1% frequency error: 1.494 fs
simulated frequency / omega_p there: 1.01000
frozen field, growth per step there, formula: 1.05680
frozen field, growth per step, simulated: 1.05680
rough mobility: 100 cm2/Vs
collision rate: 6.765e+13 1/s; nu/omega_p: 0.2091
leapfrog limit with collisions, formula: 6.229 fs
leapfrog limit with collisions, simulated: 6.229 fs
frozen-field limit with collisions, formula: 1.313 fs
frozen-field limit, simulated: 1.313 fs
frozen-field limit, 2 nu/omega_p^2: 1.293 fs
rough valley masses: 0.92 and 0.19
conductivity mass from valleys: 0.2583
density-of-states mass per valley: 0.3214
temperature: 300 K; kT: 0.02585 eV
Fermi energy at zero temperature: 0.0740 eV
mean kinetic energy at 300 K: 0.0622 eV
wavelength for velocity spread: 20 nm
T=0 rise of omega^2, full: 7.27 %
T=0 rise of omega^2, leading order: 7.13 %
300 K rise of omega^2, leading order: 10.00 %
300 K rise of omega: 4.88 %
2/omega with velocity spread: 5.896 fs
rough non-parabolicity: 0.5 1/eV
mean inverse-mass factor at 300 K: 0.9085
change of omega_p by non-parabolicity: -4.69 %
2/omega_p with non-parabolicity: 6.487 fs
\end{verbatim}
